# Adiabatic and isothermal elastic constants, and why cubic shear constants agree

Someone computing elastic constants at finite temperature must decide what to hold fixed while the cell is strained. Second derivatives of the free energy at fixed temperature give isothermal constants. A sound wave that leaves no time for heat to flow measures adiabatic ones. Before the two are compared, a correction may have to be added, and the theorem below says how large it is and which constants need it. In a cubic crystal, $C_{11}$ and $C_{12}$ need it unless the thermal expansion happens to vanish, while the shear constants $C_{44}$ and $C'=(C_{11}-C_{12})/2$ do not.

## Setting and conventions

Choose a homogeneous equilibrium state of the crystal at temperature $T$ as the reference. The Lagrangian strain $\eta_{ij}$ is measured from it. Let $f(\eta,T)$ be the Helmholtz free energy, $u(\eta,s)$ the internal energy and $s$ the entropy, all per unit volume of the reference state. If the unit cell has internal coordinates, they take their equilibrium values at each strain. Repeated indices are summed from 1 to 3.

Define the stress, positive in tension, its temperature coefficient at fixed strain, and the heat capacity at fixed strain:

$$\sigma_{ij}=\left(\frac{\partial f}{\partial\eta_{ij}}\right)_T,\qquad
\lambda_{ij}=\left(\frac{\partial\sigma_{ij}}{\partial T}\right)_\eta,\qquad
c_\eta=T\left(\frac{\partial s}{\partial T}\right)_\eta .$$

Thus $\lambda_{ij}$ is a stress per kelvin. It is negative for a crystal that pushes outward when heated at fixed shape. The elastic constants are

$$C^T_{ijkl}=\left(\frac{\partial^2 f}{\partial\eta_{ij}\partial\eta_{kl}}\right)_T,\qquad
C^S_{ijkl}=\left(\frac{\partial^2 u}{\partial\eta_{ij}\partial\eta_{kl}}\right)_s,$$

taken at $\eta=0$. At zero stress they are the ordinary elastic constants. In Voigt notation $\eta_4=2\eta_{23}$, so that $\sigma_{23}d\eta_{23}+\sigma_{32}d\eta_{32}=\sigma_{23}d\eta_4$ and $C_{44}=C_{2323}$.

The assumptions are that $f$ is twice continuously differentiable near the reference state and that $c_\eta>0$. They can fail at a phase transition.

## Two lemmas

**Lemma 1.** The stress is also $\sigma_{ij}=(\partial u/\partial\eta_{ij})_s$.

*Proof.* Write $du=(\partial u/\partial\eta_{ij})_s\,d\eta_{ij}+T\,ds$, where $T=(\partial u/\partial s)_\eta$. Since $f=u-Ts$,

$$df=du-T\,ds-s\,dT=\left(\frac{\partial u}{\partial\eta_{ij}}\right)_s d\eta_{ij}-s\,dT .$$

The coefficient of $d\eta_{ij}$ at $dT=0$ is $(\partial f/\partial\eta_{ij})_T$, which is $\sigma_{ij}$ by definition. ∎

Each set of elastic constants is therefore a first derivative of the same stress:

$$C^T_{ijkl}=\left(\frac{\partial\sigma_{ij}}{\partial\eta_{kl}}\right)_T,\qquad
C^S_{ijkl}=\left(\frac{\partial\sigma_{ij}}{\partial\eta_{kl}}\right)_s .$$

**Lemma 2.** In a strain at constant entropy the temperature changes, to first order, by

$$dT=\frac{T}{c_\eta}\,\lambda_{kl}\,d\eta_{kl}.$$

*Proof.* The differential of $f$ also gives $s=-(\partial f/\partial T)_\eta$. Exchanging the order of the mixed second derivatives,

$$\left(\frac{\partial s}{\partial\eta_{kl}}\right)_T=-\frac{\partial^2 f}{\partial\eta_{kl}\,\partial T}=-\lambda_{kl}.$$

With the definition of $c_\eta$, the entropy differential is

$$ds=\frac{c_\eta}{T}\,dT-\lambda_{kl}\,d\eta_{kl}.$$

Setting $ds=0$ and dividing by $c_\eta/T$, which is positive, gives the claim. ∎

If $\lambda_{kl}$ is a negative multiple of $\delta_{kl}$, expansion cools the crystal and compression warms it.

## The general difference

**Theorem.** Under the stated assumptions,

$$C^S_{ijkl}-C^T_{ijkl}=\frac{T\,\lambda_{ij}\lambda_{kl}}{c_\eta}.$$

*Proof.* Because $(\partial s/\partial T)_\eta=c_\eta/T>0$, temperature can be written locally as a function of strain and entropy. Insert it in the stress, $\sigma_{ij}=\sigma_{ij}(\eta,T(\eta,s))$, and differentiate at fixed $s$:

$$\left(\frac{\partial\sigma_{ij}}{\partial\eta_{kl}}\right)_s
=\left(\frac{\partial\sigma_{ij}}{\partial\eta_{kl}}\right)_T
+\left(\frac{\partial\sigma_{ij}}{\partial T}\right)_\eta\left(\frac{\partial T}{\partial\eta_{kl}}\right)_s .$$

By Lemma 1 the left side is $C^S_{ijkl}$ and the first term on the right is $C^T_{ijkl}$. In the last term the first factor is $\lambda_{ij}$, and the second is $T\lambda_{kl}/c_\eta$ by Lemma 2. ∎

**Remark on sign.** For any small strain $e_{ij}$,

$$e_{ij}\left(C^S_{ijkl}-C^T_{ijkl}\right)e_{kl}=\frac{T(\lambda_{ij}e_{ij})^2}{c_\eta}\ge 0 .$$

The adiabatic crystal is never the softer one. The sign of $\lambda$ drops out because it enters twice. With $\lambda<0$, for example, compression warms the crystal, and the warming adds outward pressure that opposes the compression. A strain with $\lambda_{ij}e_{ij}=0$ produces no first-order temperature change and gains no stiffness.

**Remark on temperature.** Keep one reference volume. In the classical quasi-harmonic approximation, a mode of frequency $\omega$ contributes $k_B[1+\ln(k_BT/\hbar\omega)]$ to the entropy. Then $c_\eta$ and $\lambda_{ij}=-(\partial s/\partial\eta_{ij})_T$ are independent of $T$, and the difference grows as $T$. At low temperature, when long acoustic waves dominate, $s=A(\eta)T^3$. This gives $c_\eta=3AT^3$ and $\lambda_{ij}=-(\partial A/\partial\eta_{ij})T^3$, so the difference vanishes as $T\cdot T^6/T^3=T^4$.

## Cubic crystals

**Lemma 3.** If the reference state has cubic symmetry, $\lambda_{ij}=\lambda\,\delta_{ij}$.

*Proof.* Let $R$ be a rotation in the point group. The free energy cannot distinguish a strain from its rotated copy, so $f(R\eta R^{\mathsf T},T)=f(\eta,T)$. The part linear in $\eta$ is $\sigma_{ij}\eta_{ij}$, with $\sigma_{ij}$ taken at zero strain. Its invariance for every $\eta$ requires $\sigma=R\sigma R^{\mathsf T}$. This holds at neighbouring temperatures too, and differentiation with respect to $T$ gives $\lambda=R\lambda R^{\mathsf T}$.

Every cubic point group contains twofold rotations about the cube edges and threefold rotations about the body diagonals. The twofold rotation about $z$ reverses $x$ and $y$. It changes the signs of $\lambda_{xz}$ and $\lambda_{yz}$, which must therefore vanish. The twofold rotation about $x$ removes $\lambda_{xy}$ in the same way. A threefold rotation permutes the axes cyclically, so $\lambda_{xx}=\lambda_{yy}=\lambda_{zz}$. ∎

**Corollary.** For a cubic reference state,

$$C_{11}^S-C_{11}^T=C_{12}^S-C_{12}^T=\frac{T\lambda^2}{c_\eta},\qquad
C_{44}^S=C_{44}^T,\qquad C'^S=C'^T .$$

*Proof.* Put $\lambda_{ij}=\lambda\delta_{ij}$ in the theorem. For $C_{11}$ the product is $\lambda_{11}\lambda_{11}=\lambda^2$, and for $C_{12}$ it is $\lambda_{11}\lambda_{22}=\lambda^2$. For $C_{44}$ it is $\lambda_{23}^2=0$. The equal shifts of $C_{11}$ and $C_{12}$ cancel in $C'$. ∎

The symmetry must be that of the complete equilibrium state. A magnetization or polarization along a cube edge removes the threefold axes and with them the argument for equal diagonal components. One along a body diagonal keeps one threefold axis but removes the twofold axes along the edges, so $\lambda_{23}$ need not vanish and $C_{44}$ can shift.

**Remark on the temperature change in shear.** For a shear $\gamma=\eta_4$ of a cubic crystal, with all other components of $\eta$ zero, symmetry forbids a term linear in $\gamma$. Hence $f=f_0(T)+\tfrac12C_{44}^T(T)\gamma^2$ to second order, and

$$s=s_0(T)-\frac12\left(\frac{\partial C_{44}^T}{\partial T}\right)_\eta\gamma^2 .$$

At constant entropy the rise of $s_0$, which is $c_\eta\Delta T/T$, must balance the second term:

$$\Delta T=\frac{T}{2c_\eta}\left(\frac{\partial C_{44}^T}{\partial T}\right)_\eta\gamma^2 .$$

So shear may change the temperature, but not at the order that enters an elastic constant.

## Connection with thermal expansion

When $\lambda$ is not computed directly, it can be obtained from the expansion of a stress-free cubic crystal. Let $\alpha$ be the linear expansion coefficient and $B_T=(C_{11}^T+2C_{12}^T)/3$ the isothermal bulk modulus. Heating by $dT$ at zero stress gives each diagonal strain the value $\alpha\,dT$. The stress stays zero, so

$$0=(C_{11}^T+2C_{12}^T)\alpha\,dT+\lambda\,dT,\qquad \lambda=-3B_T\alpha .$$

The common shift becomes $9TB_T^2\alpha^2/c_\eta$. The bulk modulus shifts by the same amount, because $(1+2)/3=1$.

The heat capacity here is $c_\eta$, not the constant-pressure value $c_P$. To relate them, follow the entropy along the stress-free path:

$$c_P=T\left[\left(\frac{\partial s}{\partial T}\right)_\eta+\left(\frac{\partial s}{\partial\eta_{ij}}\right)_T\alpha\,\delta_{ij}\right]
=c_\eta-3T\lambda\alpha=c_\eta+9TB_T\alpha^2 .$$

Both heat capacities refer to the same reference volume. Comparison with the shift of the bulk modulus gives

$$\frac{B_S}{B_T}=1+\frac{9TB_T\alpha^2}{c_\eta}=\frac{c_P}{c_\eta}.$$

## Which constants a long wave sees

Consider a plane wave with wavevector $q$ and angular frequency $\omega$ in a cubic crystal with thermal conductivity $K$. Let $\theta$ be the small temperature disturbance. Fourier's law and Lemma 2's entropy differential give

$$c_\eta\frac{\partial\theta}{\partial t}-T\lambda_{ij}\frac{\partial\eta_{ij}}{\partial t}=K\nabla^2\theta .$$

For variation as $e^{i(\mathbf q\cdot\mathbf x-\omega t)}$ this becomes $-i\omega c_\eta\theta+i\omega T\lambda_{ij}\eta_{ij}=-Kq^2\theta$, and therefore

$$\theta=\frac{T\lambda_{ij}\eta_{ij}}{c_\eta}\,\frac{1}{1+iDq^2/\omega},\qquad D=\frac{K}{c_\eta}.$$

The first factor is the adiabatic temperature change. It survives when $Dq^2\ll\omega$. With $\omega=vq$, where $v$ is the sound speed, the condition is $q\ll v/D$. Long waves are the adiabatic ones: lengthening the wave slows heat diffusion by $q^2$ but the oscillation only by $q$. Fourier's law itself requires a wavelength much longer than the mean free path of the heat carriers.

In a cubic crystal $\lambda_{ij}\eta_{ij}=\lambda\,\eta_{ii}$. A purely transverse wave has no linear volume change, so $\eta_{ii}=0$, and its modulus is the same in either limit. In a general direction the shear-like waves are not purely transverse and carry a small part of the shift: in the model below, $\rho v^2$ of the slowest wave along [210] rises by 0.04 GPa from 32.31 GPa, where $\rho$ is the density.

## Worked example: a model fcc crystal

Take an fcc crystal at 300 K with atoms of mass 50 u. Nearest neighbours interact through the Morse energy

$$\phi(r)=\varepsilon\left(x^2-2x\right),\qquad x=e^{-\kappa(r-r_0)},$$

with $\varepsilon=0.30$ eV, $\kappa=1.5$ Å$^{-1}$ and $r_0=2.80$ Å. In the quasi-harmonic approximation the phonons are harmonic at each strain, but their frequencies depend on strain. With $\mathbf R$ running over the 12 neighbours and $\mathbf n=\mathbf R/r$, the squared frequencies are the eigenvalues of

$$\frac1m\sum_{\mathbf R}(1-\cos\mathbf k\cdot\mathbf R)\left[\phi''\,\mathbf n\mathbf n^{\mathsf T}+\frac{\phi'}{r}\left(1-\mathbf n\mathbf n^{\mathsf T}\right)\right].$$

The free energy per atom is the static bond energy plus the sum over the three branches, averaged over $\mathbf k$, of $\hbar\omega/2+k_BT\ln(1-e^{-\hbar\omega/k_BT})$. The average uses a fixed cubic-symmetric grid of 500 distinct wavevectors, which is part of the model. On a grid of 23328 wavevectors the elastic constants below move by up to 0.02 GPa and the 2.14 GPa shift stays. The small second-order quantities are more sensitive: the temperature change in shear goes from $-2.56\times10^{-5}$ to about $-2.2\times10^{-5}$ K, $\lambda_{23}$ of the sheared crystal from $-0.1897$ to about $-0.187$ MPa/K, and its $C_{44}$ difference from 4.35 to about 4.24 MPa. One atom per cell means that there are no internal coordinates.

Minimizing the free energy with respect to volume gives a neighbour distance of 2.819 Å at zero stress. This is the reference state. Central differences between 299 and 301 K, at fixed strain, give

$$\lambda=-4.205\ \text{MPa/K},\qquad c_\eta=2.483\ \text{MJ m}^{-3}\text{K}^{-1}.$$

Since 1 MJ m$^{-3}$ is 1 MPa, the predicted shift is

$$\frac{T\lambda^2}{c_\eta}=\frac{300\times(4.205)^2}{2.483}\ \text{MPa}=2.14\ \text{GPa}.$$

The constants themselves follow from second differences of the energies with respect to strain. For $C^T$ the free energy is used at 300 K. For $C^S$ the internal energy is used, after Newton iteration has found the temperature that restores the original entropy at each strain. In GPa:

| Constant | Isothermal | Adiabatic |
|---|---:|---:|
| $C_{11}$ | 99.34 | 101.48 |
| $C_{12}$ | 48.99 | 51.13 |
| $C_{44}$ | 49.63 | 49.63 |
| $C'$ | 25.17 | 25.17 |

Both $C_{11}$ and $C_{12}$ rise by 2.14 GPa, which is 2.2% and 4.4% of their isothermal values. The shear constants do not move at the digits shown.

The expansion route gives the same $\lambda$. Minimizing the free energy at 299 and 301 K yields $\alpha=21.31\times10^{-6}$ K$^{-1}$. With $B_T=65.77$ GPa,

$$-3B_T\alpha=-3\times65770\ \text{MPa}\times21.31\times10^{-6}\ \text{K}^{-1}=-4.205\ \text{MPa/K}.$$

The adiabatic bulk modulus is 67.91 GPa, so $B_S/B_T=1.0325$. The energy change along the stress-free path gives $c_P=2.564$ MJ m$^{-3}$K$^{-1}$, and $c_P/c_\eta$ is also 1.0325 before the heat capacities are rounded.

The temperatures found at fixed entropy show the mechanism. For a stretch of $10^{-3}$ along a cube edge, Lemma 2 predicts

$$\Delta T=\frac{300\times(-4.205)\times10^{-3}}{2.483}\ \text{K}=-0.508\ \text{K},$$

and the fixed-entropy solution is also $-0.508$ K. At second order the definition of a shear matters: a simple shear $y\to y+\gamma z$ also has $\eta_{33}=\gamma^2/2$, which adds $T\lambda\gamma^2/2c_\eta$ to the temperature change. A strain $\eta_4=10^{-3}$ with all other components zero changes the temperature by $-2.56\times10^{-5}$ K, and so does the opposite shear. That equality is the evenness required by symmetry.

## Where the shear result stops

The corollary concerns a cubic reference state, not a material that was cubic before it was loaded. Once a $yz$ shear has been imposed, symmetry no longer forbids $\lambda_{23}$, and the theorem gives

$$C_{44}^S-C_{44}^T=\frac{T\lambda_{23}^2}{c_\eta}.$$

Reversing the imposed shear reverses $\lambda_{23}$, by a twofold rotation. For a small shear $\lambda_{23}$ is therefore generally linear in it, and the difference is quadratic.

Give the model crystal the strain $\eta_4=0.04$, with all other components zero and the $y$ cube edge kept along the $y$ axis, and take that stressed state as the new reference. The same differences in strain and temperature yield $\lambda_{23}=-0.1897$ MPa/K and $c_\eta=2.484$ MJ m$^{-3}$K$^{-1}$. Hence

$$\frac{T\lambda_{23}^2}{c_\eta}=\frac{300\times(0.1897)^2}{2.484}\ \text{MPa}=4.35\ \text{MPa}.$$

The second differences of the two energies also give 4.35 MPa. This is about 0.2% of the 2.14 GPa shift of $C_{11}$ in the unsheared crystal. It is small, but symmetry no longer makes it zero. Most of $\lambda_{23}$ comes from the change of reference state. Referred to the cubic state, the coefficients at this strain are $\lambda_{23}=-0.0224$ and $\lambda_{33}=-4.184$ MPa/K. The new reference uses $F\lambda F^{\mathsf T}/\det F$, with $F$ the imposed deformation gradient, and its $yz$ component is $-0.0224+0.04\times(-4.184)\approx-0.190$ MPa/K.
